# The Colle-Salvetti correlation formula from a cusp-satisfying pair factor

## 1. The situation

In a Hartree-Fock determinant, two electrons of opposite spin can be found at the same point as if their mutual repulsion acted only through an average field. In the true wavefunction the probability of such encounters is reduced, and the wavefunction has a kink where the electrons meet. The question is how much energy this short-range avoidance yields, and whether it can be estimated from Hartree-Fock quantities at each point of space.

The Colle-Salvetti formula is one answer. In hartree atomic units, used throughout, it reads

$$E_c=-4a\int\frac{P_0}{\rho}\;\frac{1+b\,\rho^{-8/3}L\,e^{-c\rho^{-1/3}}}{1+d\,\rho^{-1/3}}\,d\mathbf R .\tag{1}$$

For two electrons at $\mathbf r_1,\mathbf r_2$ let $\mathbf R=(\mathbf r_1+\mathbf r_2)/2$ and $\mathbf r=\mathbf r_1-\mathbf r_2$. The spin-summed Hartree-Fock pair density $P(\mathbf R,\mathbf r)$ integrates to $N(N-1)/2$. Then $\rho=\rho(\mathbf R)$ is the electron density, $P_0=P(\mathbf R,0)$ is the on-top pair density, and $L=\nabla_{\mathbf r}^2P$ at $\mathbf r=0$.

The pair factor below supplies the structure of (1), the sign of $b$, and estimates of $a,b,d$. The exponential damping and the final constants are a fit, so (1) is a model and not a theorem about the wavefunction.

## 2. The pair factor and the cusp

Multiply the determinant by $1-\phi$ for each pair, with

$$\phi=e^{-\beta^2r^2}\left[1-\Phi\left(1+\tfrac r2\right)\right].\tag{2}$$

Here $\beta$ and $\Phi$ may depend on $\mathbf R$. The length $1/\beta$ sets the range of the correlation hole; far beyond it $\phi\to0$ and the determinant is recovered. At small $r$ the Gaussian is $1+O(r^2)$, so

$$1-\phi=\Phi\left(1+\tfrac r2\right)+O(r^2).\tag{3}$$

The slope $1/2$ is what the Schrödinger equation demands. The relative motion has reduced mass $1/2$, hence kinetic operator $-\nabla_{\mathbf r}^2$. Acting on $1+\alpha r$ it gives $-2\alpha/r$, which must cancel the repulsion $+1/r$. Therefore $\alpha=1/2$.

For parallel spins the wavefunction starts as $z(1+\alpha r)$, where $z$ is a component of $\mathbf r$. Since $\nabla^2(zr)=4z/r$, cancellation now requires $\alpha=1/4$. Factor (2) is wrong for these pairs, but their pair density vanishes as $r^2$ at contact, which reduces the damage.

## 3. From wavefunction to energy

**Approximation 1.** The correlated pair density is taken as $P(1-\phi)^2$. For more than two electrons this ignores the factors of all other pairs. For two electrons it ignores only the overall normalization.

**Approximation 2.** The one-particle density matrix is taken to be unchanged. Kinetic energy and nuclear attraction are then unchanged too, and what remains is the change of electron repulsion:

$$E_c=\iint P\,\frac{(1-\phi)^2-1}{r}\,d\mathbf r\,d\mathbf R=\iint P\,\frac{\phi^2-2\phi}{r}\,d\mathbf r\,d\mathbf R .\tag{4}$$

The Jacobian from $(\mathbf r_1,\mathbf r_2)$ to $(\mathbf R,\mathbf r)$ is one. No factor $1/2$ appears, because $P$ counts each pair once.

Approximation 2 is severe: real correlation changes the kinetic energy substantially, as the helium numbers in section 10 show.

## 4. Fixing $\Phi$ by counting pairs

Correlation moves pairs about but does not change their number.

**Approximation 3.** This is imposed separately at each midpoint:

$$\int P\,(\phi^2-2\phi)\,d\mathbf r=0\quad\text{for each }\mathbf R .\tag{5}$$

An unchanged density matrix would require the integral over $\mathbf r_2$ at fixed $\mathbf r_1$ to vanish. That implies conservation of the total pair number, but it is a different local condition from (5). In particular (5) does not guarantee it: in helium at $q=2.29$ (section 10), with (5) satisfied at every midpoint, the density still changes locally by up to about 0.6 % between 0.1 and 2 bohr.

**Approximation 4.** Drop $\phi^2$ against $2\phi$ and, for the moment, treat $P$ as constant across the hole. The integrals needed are

$$\int_0^\infty r^n e^{-\alpha r^2}dr=\frac1{2\alpha},\;\frac{\sqrt\pi}{4\alpha^{3/2}},\;\frac1{2\alpha^2},\;\frac{3\sqrt\pi}{8\alpha^{5/2}},\;\frac1{\alpha^3}\qquad(n=1,\dots,5).\tag{6}$$

Write $A=1-\Phi$, so that $\phi=e^{-\beta^2r^2}(A-\Phi r/2)$. With $\alpha=\beta^2$,

$$\int_0^\infty r^2\phi\,dr=\frac{\sqrt\pi A}{4\beta^3}-\frac{\Phi}{4\beta^4}=0 .\tag{7}$$

Hence $\Phi=\sqrt\pi\beta A$, and with $A+\Phi=1$,

$$A=\frac1{1+\sqrt\pi\beta},\qquad \Phi=\frac{\sqrt\pi\beta}{1+\sqrt\pi\beta}.\tag{8}$$

For large $\beta$, $\Phi\to1$ and the hole is narrow and shallow. For small $\beta$, $\Phi\to0$ and the electrons avoid contact. With the scaling assumed in (11) below, these are the high- and low-density limits.

## 5. The local energy

With constant $P=P_0$ the inner integral of (4) is $4\pi P_0\int r(\phi^2-2\phi)\,dr$. The linear part is

$$-2\int_0^\infty r\phi\,dr=-\frac{A}{\beta^2}+\frac{\sqrt\pi\,\Phi}{4\beta^3}=-\left(1-\frac\pi4\right)\frac A{\beta^2},\tag{9}$$

where $\Phi=\sqrt\pi\beta A$ was used. For the quadratic part the exponent is $\alpha=2\beta^2$:

$$\int_0^\infty r\phi^2dr=\frac{A^2}{4\beta^2}-\frac{\sqrt\pi A\Phi}{8\sqrt2\,\beta^3}+\frac{\Phi^2}{32\beta^4}
=\left(\frac14-\frac{\pi}{8\sqrt2}+\frac\pi{32}\right)\frac{A^2}{\beta^2}.\tag{10}$$

The two coefficients are $0.2146$ and $0.0705$. The quadratic part is smaller by a factor of order $A$, and approximation 4 drops it here as well.

At $\beta=2.29$, for example, $A=0.198$. The linear part is $-0.00809$ and the quadratic part $+0.00053$, about 6 % of the linear one in magnitude. Keeping $\phi^2$ in the sum rule moves $\Phi$ from $0.8023$ to $0.8013$. At low density $A\to1$, the ratio of (10) to (9) tends to about one third in magnitude, and the approximation is poor.

**Approximation 5.** The hole is assumed to scale with the volume per electron:

$$\beta=q\,\rho^{1/3},\tag{11}$$

with one number $q$ for all systems. Then

$$\frac{A}{\beta^2}=\frac{1}{q^2\rho^{2/3}\left(1+\sqrt\pi q\rho^{1/3}\right)}=\frac{1}{\sqrt\pi q^3\rho\left(1+d\rho^{-1/3}\right)},\qquad d=\frac1{\sqrt\pi q}.\tag{12}$$

The last form follows by taking $\sqrt\pi q\rho^{1/3}$ out of the parenthesis. Multiplying (9) by $4\pi P_0$ and integrating over $\mathbf R$ gives

$$E_c^{\rm loc}=-4a\int\frac{P_0}{\rho}\frac{d\mathbf R}{1+d\rho^{-1/3}},\qquad a=\frac{\sqrt\pi\,(1-\pi/4)}{q^3}.\tag{13}$$

This is the local part of (1). For a closed shell $P_0=\rho^2/4$, so the energy per electron is $-a/(1+d\rho^{-1/3})$. It tends to the constant $-a$ at high density and to $-(a/d)\rho^{1/3}$ at low density.

## 6. The Laplacian term

$P$ is not constant across the hole. Exchange of the electrons sends $\mathbf r\to-\mathbf r$, so $P$ is even in $\mathbf r$ and has no linear term.

**Approximation 6.** Keep the second-order term. Its average over directions is

$$\overline P=P_0\left(1+\frac{\kappa r^2}6\right),\qquad \kappa=\frac L{P_0}.\tag{14}$$

**Frozen $\Phi$.** If $\Phi$ keeps the value (8), the linear energy integral changes by

$$-\frac\kappa3\int_0^\infty r^3\phi\,dr=-\frac\kappa3\left[\frac{A}{2\beta^4}-\frac{3\sqrt\pi\,\Phi}{16\beta^5}\right]=+\frac{\kappa A}{6\beta^4}\left(\frac{3\pi}8-1\right).\tag{15}$$

The coefficient of $\kappa$ is positive. In (1) with $b>0$ it is negative, so this route gives the wrong sign. The reason is that (8) was derived for constant $P$: once $P$ varies, the frozen hole no longer conserves pairs.

**Relaxed $\Phi$.** Impose the linear sum rule with (14), to first order in $\kappa$. The new moment, evaluated with (8), is

$$\int_0^\infty r^4\phi\,dr=\frac{3\sqrt\pi A}{8\beta^5}-\frac{\Phi}{2\beta^6}=-\frac{\sqrt\pi A}{8\beta^5}.\tag{16}$$

The derivative of (7) with respect to $\Phi$, remembering $A=1-\Phi$, is

$$-\frac{\sqrt\pi}{4\beta^3}-\frac1{4\beta^4}=-\frac{1+\sqrt\pi\beta}{4\beta^4}=-\frac1{4\beta^4A}.\tag{17}$$

The sum rule therefore reads

$$-\frac{\delta\Phi}{4\beta^4A}-\frac\kappa6\,\frac{\sqrt\pi A}{8\beta^5}=0\quad\Rightarrow\quad\delta\Phi=-\frac{\sqrt\pi\,\kappa A^2}{12\beta}.\tag{18}$$

If $P$ grows with separation ($\kappa>0$), the hole at contact deepens. The energy responds through

$$\frac{\partial}{\partial\Phi}\left(-2\int_0^\infty r\phi\,dr\right)=2\int_0^\infty re^{-\beta^2r^2}\left(1+\tfrac r2\right)dr=\frac1{\beta^2}+\frac{\sqrt\pi}{4\beta^3}.\tag{19}$$

Multiply by $\delta\Phi$ and use $\sqrt\pi\beta A=\Phi=1-A$:

$$-\frac{\kappa A}{12\beta^4}\left[\sqrt\pi\beta A+\frac{\pi A}4\right]=-\frac{\kappa A}{12\beta^4}\left[1-\left(1-\frac\pi4\right)A\right].\tag{20}$$

Adding (15), written as $\frac{\kappa A}{12\beta^4}\left(\frac{3\pi}4-2\right)$, leaves

$$-\frac{\kappa A}{12\beta^4}\left[3-\frac{3\pi}4-\left(1-\frac\pi4\right)A\right]=-\left(1-\frac\pi4\right)\frac{A}{\beta^2}\,\frac{\kappa(3-A)}{12\beta^2}.\tag{21}$$

The factor $1-\pi/4$ reappears, and (9) and (21) combine to

$$E_c\simeq-4\pi\left(1-\frac\pi4\right)\int P_0\frac A{\beta^2}\left[1+\frac{\kappa(3-A)}{12\beta^2}\right]d\mathbf R.\tag{22}$$

The sign now agrees with (1). This agreement does not show that the fitted formula embodies the relaxed hole: in helium its total lies close to the unexpanded result with frozen $\Phi$, not to that with relaxed $\Phi$ (section 10). Finite differences of the radial integrals in $\kappa$ were tested against (15), (18) and (21) at four values of $\beta$. At $\beta=2.29$ the slope is $+2.13\times10^{-4}$ for frozen and $-3.60\times10^{-4}$ for relaxed $\Phi$.

## 7. Reaching the fitted form

**Approximation 7.** Since $0<A<1$, drop $A$ against 3; the bracket becomes $1+\kappa/(4\beta^2)$. Also use the closed-shell value $P_0=\rho^2/4$ inside $\kappa$:

$$\frac{\kappa}{4\beta^2}=\frac{1}{4q^2\rho^{2/3}}\,\frac{4L}{\rho^2}=b\,\rho^{-8/3}L,\qquad b=\frac1{q^2}.\tag{23}$$

**Approximation 8.** This bracket fails where the density is low. Take two electrons in one orbital, with $\rho\sim e^{-2kR}$ far from the nucleus. Section 8 shows that then $\kappa=\tfrac12\nabla^2\ln\rho=-2k/R$. This decays slowly, while $1/\beta^2\propto\rho^{-2/3}$ grows exponentially. The bracket tends to $-\infty$, because the hole has become wider than the distance over which $P$ varies and the expansion (14) is useless. The factor $e^{-c\rho^{-1/3}}$ is inserted by hand; it suppresses the correction in the tail and tends to one at high density.

**Approximation 9.** The four constants are released and fitted. The standard values, calibrated on helium, are $a=0.04918$, $b=0.132$, $c=0.2533$, $d=0.349$. The derivation itself leaves $q$ free. The value $q=2.29$ serves as a reference here (with it the fitted $c$ and $d$ read $0.58/q$ and $0.80/q$); it places the unexpanded closed-form helium energy of section 10 near full CI. For comparison, the derivation gives

- at $q=2.29$: $a=0.0317$, $b=0.191$, $d=0.246$;
- at $q=1.98$, chosen to reproduce the fitted $a$: $b=0.256$, $d=0.285$.

The signs and orders of magnitude agree. One value of $q$ does not reproduce all three constants, and $c$ has no counterpart in the derivation.

## 8. The Laplacian from orbitals

For real, doubly occupied orbitals $\varphi_i$, let $\gamma(\mathbf r_1,\mathbf r_2)=2\sum_i\varphi_i(\mathbf r_1)\varphi_i(\mathbf r_2)$. Then

$$P=\tfrac12\rho(\mathbf r_1)\rho(\mathbf r_2)-\tfrac14\gamma(\mathbf r_1,\mathbf r_2)^2 ,\tag{24}$$

and $P_0=\rho^2/4$. With $\mathbf r_{1,2}=\mathbf R\pm\mathbf r/2$ each derivative in $\mathbf r$ carries $\pm1/2$. For a product of functions $f$ and $g$ this gives, at $\mathbf r=0$,

$$\nabla_{\mathbf r}^2\left[f(\mathbf r_1)g(\mathbf r_2)\right]=\tfrac14\left(g\nabla^2f+f\nabla^2g-2\nabla f\cdot\nabla g\right).\tag{25}$$

Thus $\rho(\mathbf r_1)\rho(\mathbf r_2)$ contributes $\tfrac12(\rho\nabla^2\rho-|\nabla\rho|^2)$, and

$$\nabla_{\mathbf r}^2\gamma=\sum_i\left(\varphi_i\nabla^2\varphi_i-|\nabla\varphi_i|^2\right)=\tfrac14\nabla^2\rho-2\sum_i|\nabla\varphi_i|^2,\tag{26}$$

because $\nabla^2\rho=4\sum_i(|\nabla\varphi_i|^2+\varphi_i\nabla^2\varphi_i)$. As $\gamma$ is even in $\mathbf r$, its gradient vanishes at $\mathbf r=0$ and $\nabla_{\mathbf r}^2\gamma^2=2\rho\nabla_{\mathbf r}^2\gamma$. Collecting terms,

$$L=\tfrac14\left(\rho\nabla^2\rho-|\nabla\rho|^2\right)-\tfrac12\rho\left(\tfrac14\nabla^2\rho-2\sum_i|\nabla\varphi_i|^2\right)
=\rho\sum_i|\nabla\varphi_i|^2-\tfrac14|\nabla\rho|^2+\tfrac18\rho\nabla^2\rho .\tag{27}$$

This was tested against finite differences of (24) for the neon atom.

For a single orbital, $\rho=2\varphi^2$ gives $|\nabla\varphi|^2=|\nabla\rho|^2/(8\rho)$. Then $L=\tfrac18(\rho\nabla^2\rho-|\nabla\rho|^2)=\tfrac18\rho^2\nabla^2\ln\rho$. Dividing by $\rho^2/4$ yields the $\kappa$ used in section 7.

## 9. Two further cases

**Uniform gas.** The density gradients vanish, and $\sum_i|\nabla\varphi_i|^2$ is the kinetic energy density $\tfrac3{10}k_F^2\rho$, with $k_F=(3\pi^2\rho)^{1/3}$. Hence

$$L=\tfrac3{10}(3\pi^2)^{2/3}\rho^{8/3}>0 .\tag{28}$$

Here the Laplacian term strengthens the correlation energy. Without damping the correction is $b\rho^{-8/3}L=\tfrac3{10}(3\pi^2)^{2/3}b$, independent of density. With the derived $b=0.191$ it is about $0.55$, so the expansion parameter is not small even here. With the actual pair density of the gas and $\Phi$ from the linear sum rule, the enhancement at $q=2.29$ is only $0.24$ to $0.27$ for $\rho$ between $0.02$ and $2$, about half of what (22) gives.

The LYP functional at zero density gradient should coincide with (1) for this gas. Agreement with an independent implementation of LYP was tested at three densities, which checks both the constants and the normalization of $P$. It does not make (1) accurate for the gas: at these densities ($\rho=0.02$, $0.3$, $2$) it yields only about 59 to 66 % of the PW92 correlation energy.

**Full spin polarization.** If all spins are parallel, $P_0=0$ and (1) gives $E_c=0$. That is correct for one electron. For several parallel electrons it is an omission: they do correlate, but approximation 7 has tied the whole expression to the on-top density. Equation (22) offers no remedy, since $\kappa=L/P_0$ diverges and the expansion in $\kappa$ does not apply.

## 10. Helium

The orbital comes from Hartree-Fock in the cc-pVQZ basis. The reference is full CI in the same basis. It is nonrelativistic and omits whatever correlation the finite basis cannot describe, so it is not the exact energy. The reference correlation energy is

$$-2.90241-(-2.86151)=-0.0409 .$$

**Fitted formula.** The local part of (1) is $-0.0581$ and the Laplacian part $+0.0166$:

$$E_c=-0.0581+0.0166=-0.0416\ \text{hartree}\quad(-1.13\ \text{eV}),$$

where the sum was taken before rounding. Its magnitude is 1.7 % larger than that of the full CI value in this basis; in cc-pV5Z full CI gives $-0.0415$ while the formula stays at $-0.0416$. Since the finite basis misses part of the correlation, this fixes neither the size nor the sign of the deviation from the exact value. Because the constants were calibrated on helium, this shows consistency and not predictive power. The Laplacian part is positive because $\kappa<0$ over the region that matters, opposite to the uniform gas.

**The unchanged density matrix.** Between Hartree-Fock and full CI the energy components change by

$$\underbrace{+0.0407}_{\text{kinetic}}\;\underbrace{-\,0.0030}_{\text{nuclear attraction}}\;\underbrace{-\,0.0785}_{\text{repulsion}}=-0.0409,$$

again summed before rounding. These components are not converged: in cc-pV5Z they are $+0.0415$, $-0.0036$ and $-0.0793$. The repulsion drops by 1.9 times the magnitude of the correlation energy, and about half of that gain is paid back as kinetic energy. Equation (4) is formally a repulsion change, yet the fit makes it equal the total. The fit thus has to absorb everything that (4) leaves out. For the normalized wavefunction built from (2) and (8) at $q=2.29$, the kinetic energy changes by $+0.036$, the nuclear attraction by $-0.021$ and the repulsion by $-0.030$. The total is only $-0.015$, against $-0.042$ from (4). Hence $1-\phi$ with these parameters should not be read as the true helium correlation hole.

**Derived formula.** With $q=2.29$, equation (22) gives a local part of $-0.0422$ and a Laplacian part of $+0.0296$, in total $-0.0126$. The brackets show where the expansion breaks down:

| $R$ (bohr) | bracket in (22) | bracket in (1) |
|---|---|---|
| 0.5 | 0.55 | 0.75 |
| 1.0 | 0.39 | 0.72 |
| 2.0 | −1.12 | 0.61 |
| 3.0 | −6.80 | 0.88 |

The tail entries depend on the basis: near the Hartree-Fock limit the bracket in (22) is $-1.02$ at 2 bohr and $-7.6$ at 3 bohr, and that in (1) moves by up to $0.02$, while the integrated parts move by at most $0.0001$. A negative bracket means a positive correlation energy density, an artefact of the truncated expansion. The damping removes it at these distances. It does not help close to the nucleus of charge $Z$. There the nuclear cusp gives $\kappa\approx-2Z/R$, the damping factor is not small, and the bracket in (1) also turns negative (at $R=0.02$ bohr about $-1.6$ in cc-pVQZ, $-1.9$ in cc-pV5Z and $-1.5$ near the Hartree-Fock limit, since Gaussian bases represent the cusp poorly), though only in a small volume.

**No expansion in $r$.** The double integral (4) can also be evaluated directly, with $\phi^2$ retained in the energy. At $q=2.29$ the result depends strongly on how $\Phi$ is chosen:

- With the closed form (8), $E_c=-0.0422$, within about 3 % of full CI, but the pair number changes by $-0.0123$ for a system with one pair.
- With $\Phi(\mathbf R)$ from the linear sum rule and the actual $P$, the pair number changes by $+0.0008$, but $E_c=-0.0240$, about 59 % of the full CI value.

The closeness of (8) to full CI reflects the choice of $q$: the same formula gives $-0.0598$ at $q=2.0$ and $-0.0302$ at $q=2.6$. It also comes with a loss of pairs, and each lost pair removes its repulsion. Restoring the count locally, through the sum rule at each $\mathbf R$, takes away over 40 % of the energy. Restoring it by overall normalization alone takes away about 29 %: with the Hartree-Fock repulsion $1.0258$, the repulsion change becomes $(1.0258-0.0422)/(1-0.0123)-1.0258\approx-0.030$. To match full CI with the sum-rule $\Phi$, $q$ would have to lie between 1.6 and 1.8, where the energies are $-0.0443$ and $-0.0369$. The value of $q$ is thus tied to the way pairs are counted and is not a property of the electron pair alone.

The closed-form result $-0.0422$ nearly equals the local part of (22). The two terms that distinguish them at second order have opposite signs: $\phi^2$ raises the energy, while the frozen-$\Phi$ Laplacian term (15) lowers it for $\kappa<0$. At second order they do not cancel: integrated over helium at $q=2.29$, (10) gives about $+0.004$ and (15) about $-0.019$. The near cancellation appears only without expansion. With the actual $P$, the $\phi^2$ part is $+0.0038$ and the variation of $P$ changes the linear part by $-0.0039$, so the truncated term (15) overestimates this effect almost fivefold.

The numerical output below lists the main values and the full scan over $q$.

## Values computed for the example and the checks

```
Energies in hartree, lengths in bohr, unless stated
fitted a, b, c, d (a.u.): 0.04918 0.132 0.2533 0.349
1-pi/4 = 0.21460; coefficient of phi^2 part = 0.07049
q = 2.29: derived a = 0.03167 a.u.
q = 2.29: derived b = 0.1907 a.u.
q = 2.29: derived d = 0.2464 a.u.
q giving the fitted a: 1.9776; then b = 0.2557, d = 0.2853 a.u.
At beta = 2.29 1/bohr:
  Phi, linear sum rule: 0.80233
  Phi, sum rule with phi^2: 0.80134
  radial integral, linear part: -0.008089 bohr^2
  radial integral, phi^2 part: 0.000525 bohr^2
  slope in kappa, Phi frozen: 2.1336e-04 bohr^4
  slope in kappa, Phi relaxed: -3.6022e-04 bohr^4
Helium, cc-pVQZ:
  Hartree-Fock energy: -2.861514
  full CI energy: -2.902411
  full CI correlation energy: -0.04090
  change of kinetic energy: 0.04065
  change of nuclear attraction: -0.00301
  change of electron repulsion: -0.07853
  fitted formula, local part: -0.05814
  fitted formula, Laplacian part: 0.01656
  fitted formula, total: -0.04158 = -1.132 eV
  fitted minus full CI: 1.7 % of full CI
Helium, derived formula, q = 2.29, no damping:
  local part: -0.04217; Laplacian part: 0.02962
Helium, pair integral without expansion, q = 2.29:
  closed-form Phi: energy -0.04223, pair-number error -0.0123
  Phi from linear sum rule: energy -0.02397, pair-number error 0.0008
Distance, density (bohr^-3), derived bracket, fitted bracket:
  0.5  5.440e-01  0.549  0.752
  1.0  9.930e-02  0.390  0.724
  2.0  4.437e-03  -1.120  0.607
  3.0  2.326e-04  -6.803  0.880
q, unexpanded energy: closed-form Phi, sum-rule Phi:
  1.60  -0.10244  -0.04431
  1.80  -0.07754  -0.03685
  2.00  -0.05977  -0.03080
  2.29  -0.04223  -0.02397
  2.60  -0.03017  -0.01860
```
